# Failure of Wick factorization after an interaction quench in the Hubbard dimer: a program that tests the result

```python
"""Hubbard dimer, two fermions, repulsion U switched off at t = 0.

Result under test: the cumulant of the site densities (exact correlator minus
its Wick factorization with the exact one-particle functions) is
  K_ij(t,t') = (S^2/4)(eta cos W(t-t') - 1) - (eta/2) S cos W(t+t'),
  S = U/sqrt(U^2+16J^2), C = 4J/sqrt(U^2+16J^2), W = 2J/hbar,
  eta = +1 for i = j and -1 otherwise.
J: hopping, U: on-site repulsion. Energies are stored as E/h in Hz, times in s.
Modes: 0 = site 1 up, 1 = site 2 up, 2 = site 1 down, 3 = site 2 down.
"""
import numpy as np
from scipy.constants import h, k, e
from scipy.integrate import quad
from scipy.special import eval_genlaguerre, gammaln

TWO_PI = 2 * np.pi


def build_annihilators():
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for mode in range(4):
        full = np.eye(1)
        for m in range(4):
            factor = sign if m < mode else lower if m == mode else np.eye(2)
            full = np.kron(full, factor)
        ops.append(full)
    return ops


c = build_annihilators()
n = [a.T @ a for a in c]
N_total = sum(n)


def hamiltonian(J, U, bias=0.0):
    H = U * (n[0] @ n[2] + n[1] @ n[3])
    for s in (0, 2):
        hop = c[s].T @ c[s + 1]
        H = H - J * (hop + hop.T) + 0.5 * bias * (n[s] - n[s + 1])
    return H


def ground_density(J, U, bias=0.0):
    # the chemical potential U/2 selects the two-particle ground state
    vec = np.linalg.eigh(hamiltonian(J, U, bias) - 0.5 * U * N_total)[1][:, 0]
    assert abs(vec @ N_total @ vec - 2) < 1e-10
    return np.outer(vec, vec)


def propagator(H, t):
    w, v = np.linalg.eigh(H)
    return (v * np.exp(-1j * TWO_PI * w * t)) @ v.conj().T


def heisenberg(A, V):
    return V.conj().T @ A @ V


def mean(rho, A):
    return np.trace(rho @ A)


def density_correlators(rho, H, t1, t2):
    """Exact <n_p(t1) n_q(t2)> and its Wick value, for all mode pairs."""
    V1, V2 = propagator(H, t1), propagator(H, t2)
    a1 = [heisenberg(a, V1) for a in c]
    a2 = [heisenberg(a, V2) for a in c]
    exact = np.zeros((4, 4), complex)
    wick = np.zeros((4, 4), complex)
    for p in range(4):
        for q in range(4):
            P, Q = a1[p], a2[q]
            Pd, Qd = P.conj().T, Q.conj().T
            exact[p, q] = mean(rho, Pd @ P @ Qd @ Q)
            wick[p, q] = (mean(rho, Pd @ P) * mean(rho, Qd @ Q)
                          + mean(rho, Pd @ Q) * mean(rho, P @ Qd))
    return exact, wick


def one_body(rho, ops):
    return np.array([[mean(rho, a.conj().T @ b) for b in ops] for a in ops])


def cumulant_tensor(rho, ops):
    """<p+ q+ s r> minus its two factorized terms, indices [p,q,r,s]."""
    pair = np.array([[b @ a for b in ops] for a in ops])
    gamma = np.einsum('ab,pqcb,rsca->pqrs', rho, pair.conj(), pair,
                      optimize=True)
    r1 = one_body(rho, ops)
    return (gamma - np.einsum('pr,qs->pqrs', r1, r1)
            + np.einsum('ps,qr->pqrs', r1, r1))


def site_sum(M):
    """Sum over both spins: 4x4 mode matrix to 2x2 site matrix."""
    return M[:2, :2] + M[:2, 2:] + M[2:, :2] + M[2:, 2:]


def S_of(J, U):
    return U / np.sqrt(U**2 + 16 * J**2)


eta = np.array([[1.0, -1.0], [-1.0, 1.0]])


def cumulant_formula(J, U, t1, t2):
    S, W = S_of(J, U), TWO_PI * 2 * J
    same = S**2 / 8 * (eta * np.cos(W * (t1 - t2)) - 1)
    opposite = -eta * S / 4 * np.cos(W * (t1 + t2))
    return same, opposite


J, U = 200.0, 600.0
H_free = hamiltonian(J, 0.0)
orbitals = np.array([[1, 1, 0, 0], [1, -1, 0, 0],
                     [0, 0, 1, 1], [0, 0, 1, -1]]) / np.sqrt(2)
natural = [sum(row[m] * c[m] for m in range(4)) for row in orbitals]
h_one = np.kron(np.eye(2), np.array([[0.0, -J], [-J, 0.0]]))
time_pairs = [(0.3e-3, 1.1e-3), (0.9e-3, 0.2e-3), (0.7e-3, 0.7e-3)]

# ---- tests at weak, middle and strong repulsion
for U_test in (60.0, 600.0, 2400.0):
    S = S_of(J, U_test)
    C = np.sqrt(1 - S**2)
    rho = ground_density(J, U_test)
    E0 = mean(rho, hamiltonian(J, U_test))
    assert abs(E0 - (U_test / 2 - np.sqrt(4 * J**2 + U_test**2 / 4))) < 1e-8

    # elements of the initial cumulant in bonding/antibonding orbitals
    lam_nat = cumulant_tensor(rho, natural)
    assert abs(lam_nat[0, 2, 1, 3] + S / 2) < 1e-10
    assert abs(lam_nat[0, 2, 0, 2] - S**2 / 4) < 1e-10
    assert abs(lam_nat[1, 3, 1, 3] - S**2 / 4) < 1e-10
    assert abs(lam_nat[0, 3, 0, 3] + S**2 / 4) < 1e-10
    assert abs(lam_nat[0, 1, 0, 1] + S**2 / 4) < 1e-10

    # Gaussian state with the same one-particle density matrix
    rho_gauss = np.eye(16)
    for a, f in zip(natural, [(1 + C) / 2, (1 - C) / 2] * 2):
        occupied = a.T @ a
        rho_gauss = rho_gauss @ (f * occupied
                                 + (1 - f) * (np.eye(16) - occupied))
    assert np.allclose(one_body(rho, c), one_body(rho_gauss, c), atol=1e-10)

    lam0 = cumulant_tensor(rho, c)
    for t1, t2 in time_pairs:
        exact, wick = density_correlators(rho, H_free, t1, t2)
        K = exact - wick
        same, opposite = cumulant_formula(J, U_test, t1, t2)
        assert np.allclose(K, np.block([[same, opposite], [opposite, same]]),
                           atol=1e-10)
        # the cumulant does not depend on operator order
        exact_r, wick_r = density_correlators(rho, H_free, t2, t1)
        assert np.allclose(K, (exact_r - wick_r).T, atol=1e-10)
        # the commutator is fixed by the one-particle functions
        commutator = site_sum(exact - exact_r.T)
        bubble_commutator = site_sum(wick - wick_r.T)
        sine = -1j * eta * C * np.sin(TWO_PI * 2 * J * (t1 - t2))
        assert np.allclose(commutator, bubble_commutator, atol=1e-10)
        assert np.allclose(commutator, sine, atol=1e-10)
        # initial cumulant carried by four one-particle propagators
        u1, u2 = propagator(h_one, t1), propagator(h_one, t2)
        carried = np.einsum('pa,qb,pc,qd,abcd->pq', u1.conj(), u2.conj(),
                            u1, u2, lam0, optimize=True)
        assert np.allclose(carried, K, atol=1e-10)
        V1 = propagator(H_free, t1)
        ops_t = [heisenberg(a, V1) for a in c]
        lam_t = cumulant_tensor(rho, ops_t)
        lam_u = np.einsum('pa,qb,rc,sd,abcd->pqrs', u1.conj(), u1.conj(),
                          u1, u1, lam0, optimize=True)
        assert np.allclose(lam_t, lam_u, atol=1e-10)
        norm2 = np.sum(abs(lam_t)**2)
        assert abs(norm2 - (2 * S**2 + 1.5 * S**4)) < 1e-9
        # the one-particle density matrix does not move
        assert np.allclose(one_body(rho, ops_t), one_body(rho, c), atol=1e-10)
        # Wick holds for the Gaussian state under the same dynamics
        exact_g, wick_g = density_correlators(rho_gauss, H_free, t1, t2)
        assert np.allclose(exact_g, wick_g, atol=1e-10)

# ---- worked example
S = S_of(J, U)
C = np.sqrt(1 - S**2)
rho0 = ground_density(J, U)
period = 1 / (4 * J)
two = np.where(np.isclose(np.diag(N_total), 2))[0]
levels, vectors = np.linalg.eigh(hamiltonian(J, U)[np.ix_(two, two)])
gap = levels[1] - levels[0]
occupations = [mean(rho0, a.T @ a) for a in natural[:2]]

print(f"hopping J/h = {J:.0f} Hz; J = {J*h/e*1e12:.4f} peV")
print(f"repulsion before the switch U/h = {U:.0f} Hz; U/J = {U/J:.1f}")
print(f"S = {S:.4f}, C = {C:.4f}")
print(f"ground energy E0/h = {levels[0]:.2f} Hz")
print(f"occupation per spin: bonding {occupations[0]:.4f}, "
      f"antibonding {occupations[1]:.4f}")
print(f"frequency W/(2 pi) = {2*J:.0f} Hz")
print(f"double-occupancy frequency 4J/h = {4*J:.0f} Hz, "
      f"period = {period*1e3:.4f} ms")
print(f"pair coherence of the cumulant = "
      f"{cumulant_tensor(rho0, natural)[0, 2, 1, 3].real:.4f}")
print(f"sum of |cumulant|^2 = {np.sum(abs(cumulant_tensor(rho0, c))**2):.4f}")
print("time (ms) | double occupancy of site 1 | Wick value | cumulant")
for fraction in (0, 0.125, 0.25, 0.375, 0.5, 0.75, 1.0):
    t = fraction * period
    exact, wick = density_correlators(rho0, H_free, t, t)
    D, Dw = exact[0, 2].real, wick[0, 2].real
    assert abs(D - 0.25 * (1 - S * np.cos(TWO_PI * 4 * J * t))) < 1e-10
    print(f"{t*1e3:.5f} | {D:.4f} | {Dw:.4f} | {D-Dw + 0.0:+.4f}")

t1, t2 = 1.0e-3, 0.25e-3
exact, wick = density_correlators(rho0, H_free, t1, t2)
exact_site = site_sum(exact) - 1      # mean site density is one
wick_site = site_sum(wick) - 1
same, opposite = cumulant_formula(J, U, t1, t2)
print(f"two times: t = {t1*1e3:.2f} ms, t' = {t2*1e3:.2f} ms")
for j in (0, 1):
    x, b = exact_site[0, j], wick_site[0, j]
    print(f"sites 1,{j+1}: exact connected = {x.real:+.4f} {x.imag:+.4f} i")
    print(f"  bubble = {b.real:+.4f} {b.imag:+.4f} i; "
          f"cumulant = {(x-b).real:+.4f}")
    print(f"  cumulant parts: equal spins {2*same[0, j]:+.4f}, "
          f"opposite spins {2*opposite[0, j]:+.4f}")

# ---- neglected effects: largest change of the on-site cumulant
times = np.linspace(0, 2 * period, 81)
ideal = -S / 4 * np.cos(TWO_PI * 4 * J * times)


def cumulant_trace(rho, H, sample_times):
    values = []
    for t in sample_times:
        V = propagator(H, t)
        rho_t = V @ rho @ V.conj().T
        values.append((mean(rho_t, n[0] @ n[2])
                       - mean(rho_t, n[0]) * mean(rho_t, n[2])).real)
    return np.array(values)


residual_U, bias, ramp, temperature, spread = 10.0, 10.0, 20e-6, 2e-9, 0.02
change = {}
change["residual repulsion"] = np.max(abs(
    cumulant_trace(rho0, hamiltonian(J, residual_U), times) - ideal))
change["well bias"] = np.max(abs(
    cumulant_trace(ground_density(J, U, bias), hamiltonian(J, 0, bias),
                   times) - ideal))

# linear ramp of U centred on t = 0
steps = 200
rho_ramp = rho0.astype(complex)
for m in range(steps):
    V = propagator(hamiltonian(J, U * (1 - (m + 0.5) / steps)), ramp / steps)
    rho_ramp = V @ rho_ramp @ V.conj().T
late = times >= ramp / 2
change["finite switching time"] = np.max(abs(
    cumulant_trace(rho_ramp, H_free, times[late] - ramp / 2) - ideal[late]))

thermal_frequency = k * temperature / h
weights = np.exp(-(levels - levels[0]) / thermal_frequency)
weights /= weights.sum()
rho_thermal = np.zeros((16, 16))
rho_thermal[np.ix_(two, two)] = (vectors * weights) @ vectors.T
change["temperature"] = np.max(abs(
    cumulant_trace(rho_thermal, H_free, times) - ideal))

nodes, node_weights = np.polynomial.hermite_e.hermegauss(9)
node_weights = node_weights / node_weights.sum()
averaged = sum(w * cumulant_trace(ground_density(J * (1 + spread * x), U),
                                  hamiltonian(J * (1 + spread * x), 0), times)
               for x, w in zip(nodes, node_weights))
change["spread of J"] = np.max(abs(averaged - ideal))
assert sum(change.values()) < S / 4

# first-order admixture of higher bands for two atoms in one isotropic
# harmonic well with contact repulsion; relative s levels lie 2 h nu apart
nu = 10e3


def contact_ratio(level):
    """|phi_level(0)|^2 / |phi_0(0)|^2 of the relative motion."""
    return np.exp(gammaln(level + 1.5) - gammaln(1.5) - gammaln(level + 1.0))


def radial_norm(level):
    return quad(lambda r: r**2 * np.exp(-r**2)
                * eval_genlaguerre(level, 0.5, r**2)**2, 0, 12, limit=200)[0]


for level in (1, 2, 3):
    direct = (eval_genlaguerre(level, 0.5, 0.0)**2
              * radial_norm(0) / radial_norm(level))
    assert abs(direct - contact_ratio(level)) < 1e-7
ks = np.arange(1, 100001, dtype=float)
band_sum = np.sum(contact_ratio(ks) / ks**2)
band_sum += 2 / (np.exp(gammaln(1.5)) * np.sqrt(ks[-1]))   # tail of the sum
admixture = (U / (2 * nu))**2 * band_sum

print(f"amplitude of the on-site cumulant S/4 = {S/4:.4f}")
print(f"gap to the triplet: {gap:.2f} Hz = {gap*h/k*1e9:.3f} nK")
print(f"assumed: residual U/h {residual_U:.0f} Hz, bias/h {bias:.0f} Hz, "
      f"ramp {ramp*1e6:.0f} us")
print(f"assumed: temperature {temperature*1e9:.0f} nK, "
      f"rms spread of J {spread*100:.0f} %")
print(f"weight outside the ground state at this temperature = "
      f"{1-weights[0]:.4f}")
print(f"largest cumulant changes over {times[-1]*1e3:.2f} ms:")
for name, value in change.items():
    print(f"  {name}: {value:.5f}")
print(f"well frequency {nu/1e3:.0f} kHz: higher-band weight of a "
      f"doubly occupied well = {admixture:.4f}")
print("every check passed")
```

It prints:

```
hopping J/h = 200 Hz; J = 0.8271 peV
repulsion before the switch U/h = 600 Hz; U/J = 3.0
S = 0.6000, C = 0.8000
ground energy E0/h = -200.00 Hz
occupation per spin: bonding 0.9000, antibonding 0.1000
frequency W/(2 pi) = 400 Hz
double-occupancy frequency 4J/h = 800 Hz, period = 1.2500 ms
pair coherence of the cumulant = -0.3000
sum of |cumulant|^2 = 0.9144
time (ms) | double occupancy of site 1 | Wick value | cumulant
0.00000 | 0.1000 | 0.2500 | -0.1500
0.15625 | 0.1439 | 0.2500 | -0.1061
0.31250 | 0.2500 | 0.2500 | +0.0000
0.46875 | 0.3561 | 0.2500 | +0.1061
0.62500 | 0.4000 | 0.2500 | +0.1500
0.93750 | 0.2500 | 0.2500 | -0.0000
1.25000 | 0.1000 | 0.2500 | -0.1500
two times: t = 1.00 ms, t' = 0.25 ms
sites 1,1: exact connected = +0.1455 -0.3804 i
  bubble = -0.0367 -0.3804 i; cumulant = +0.1822
  cumulant parts: equal spins -0.1178, opposite spins +0.3000
sites 1,2: exact connected = -0.1455 +0.3804 i
  bubble = +0.2167 +0.3804 i; cumulant = -0.3622
  cumulant parts: equal spins -0.0622, opposite spins -0.3000
amplitude of the on-site cumulant S/4 = 0.1500
gap to the triplet: 200.00 Hz = 9.598 nK
assumed: residual U/h 10 Hz, bias/h 10 Hz, ramp 20 us
assumed: temperature 2 nK, rms spread of J 2 %
weight outside the ground state at this temperature = 0.0241
largest cumulant changes over 2.50 ms:
  residual repulsion: 0.00505
  well bias: 0.00067
  finite switching time: 0.00006
  temperature: 0.00964
  spread of J: 0.00465
well frequency 10 kHz: higher-band weight of a doubly occupied well = 0.0031
every check passed
```
